Bounds on a Dopant's Interstitial Fraction from Oxidation and Nitridation

A special case

A dopant atom in silicon moves when it pairs with a self-interstitial or with a vacancy. Let f be the share of its equilibrium diffusivity that is due to interstitial pairs, and 1 − f the share due to vacancy pairs. Oxidation of the surface injects interstitials; thermal nitridation of bare silicon injects vacancies. Suppose that the treatment multiplies the interstitial concentration by S everywhere, and that recombination keeps the product of the two defect concentrations at its equilibrium value. The vacancy concentration is then multiplied by 1/S, and the diffusivity relative to an inert anneal is

r = f S + (1 − f)/S.

Take f = 1/2. Then

r − 1 = (S + 1/S − 2)/2 = (S − 1)²/(2S) ≥ 0.

A dopant that uses both defects equally cannot be slowed by either treatment, because the gain through one defect at least makes up for the loss through the other. An observed retardation therefore rules out f = 1/2, and a strong retardation rules out a wide interval around it. An enhancement is less informative: a small f with a large S gives the same r as a large f with a modest S. The theorem makes both statements quantitative when the defects vary in depth and time.

Setting and assumptions

Let C(x,t) be the dopant concentration at depth x. S_I and S_V are the interstitial and vacancy concentrations divided by their equilibrium values at the anneal temperature. The assumptions are these.

(A1) Mobile pairs are a small part of the dopant and are in local equilibrium with the substitutional atoms.
(A2) The Fermi level is uniform, and equal in the treated and inert anneals. No electric field then drives charged pairs, and the equilibrium coefficients are constants.
(A3) No dopant moves without a defect. Remark 2 relaxes this.
(A4) The dopant is a buried marker whose profile stays clear of the surfaces.
(A5) The inert anneal has S_I = S_V = 1 and the same duration τ and temperature.

The measured quantity r is the growth of the profile's variance in the treated anneal divided by that in the inert anneal. With N = ∫C dx, the average of any field g is

⟨g⟩ = (1/(Nτ)) ∫dt ∫dx g C,

and I write a = ⟨S_I⟩ and b = ⟨S_V⟩. The bounds below relate only dimensionless ratios, so they hold in any system of units.

Theorem

(i) Nitridation. If r < 1, S_V ≥ 1 and S_I S_V ≥ 1, then

f ≥ [1 + √(1 − r²)]/2.

(ii) Nitridation with a defect deficit. Let r < 1 and S_V ≥ 1, and let ab ≥ q with 0 < q < 1. Then

f ≥ [1 + √(1 − r²/q)]/2 if r ≤ 2q/(1 + q),
f ≥ (1 − r)/(1 − q) if r > 2q/(1 + q).

(iii) Oxidation. Let S_V ≤ 1 and S_I S_V ≥ 1, and let an independent gauge give 1 < S_lo ≤ a ≤ S_hi. If r ≥ 1, then

(r − 1)/(S_hi − 1) ≤ f ≤ (r S_lo − 1)/(S_lo² − 1).

The upper limit is informative if r < S_lo. Without a gauge, r > 1 proves f > 0 and no more.

Lemma 1: broadening measures averaged defect concentrations

Under (A1)–(A5), r = f a + (1 − f) b.

Proof. Let C_I* and C_V* be the equilibrium defect concentrations. Local equilibrium of the pairing reactions gives the pair concentrations

C_AI = K_I C C_I* S_I,  C_AV = K_V C C_V* S_V,

where C replaces the substitutional concentration because pairs are dilute. With pair diffusivities d_AI and d_AV, the dopant flux is

J = −d_AI ∂C_AI/∂x − d_AV ∂C_AV/∂x.

In the inert anneal this is −D* ∂C/∂x with

D* = d_AI K_I C_I* + d_AV K_V C_V*.

The first term is f D* and the second is (1 − f) D*, by the definition of f. Inserting these in J and using ∂C/∂t = −∂J/∂x gives

∂C/∂t = ∂²(D C)/∂x²,  D = D*[f S_I + (1 − f) S_V].

D stands inside both derivatives, since a gradient of defects also makes a gradient of pairs. Multiply by x and integrate by parts twice. The boundary terms vanish by (A4), and the second derivative of x is zero, so the mean position does not move. Multiply by x² instead; its second derivative is 2, so

d/dt ∫x² C dx = 2 ∫D C dx.

Since the mean is fixed, this is N times the growth rate of the variance. Over the anneal the variance grows by 2τ⟨D⟩, and in the inert anneal by 2τD*. The ratio is r = ⟨D⟩/D* = f a + (1 − f) b. ∎

Lemma 2: the product condition survives averaging

ab ≥ ⟨√(S_I S_V)⟩². In particular, S_I S_V ≥ 1 at every place and time gives ab ≥ 1.

Proof. The average has a non-negative weight of total one, so the Cauchy–Schwarz inequality applies to √S_I and √S_V:

⟨√S_I √S_V⟩² ≤ ⟨S_I⟩⟨S_V⟩. ∎

The inequality runs in the useful direction. Variation in time or depth can raise ab above the local product, and a larger ab does not damage a bound that needs a lower limit on it. By contrast, setting b = 1/a in order to solve for f would be unjustified for varying fields, even if S_I S_V = 1 held everywhere.

Proof of (i)

The retarded value r < 1 is a weighted mean of a and b. Since b ≥ 1, it follows that a < 1 ≤ b. Write

r = (a + b)/2 + (1/2 − f)(b − a).

If f ≤ 1/2, the last term is not negative, and r ≥ (a + b)/2 ≥ √(ab) ≥ 1. This contradicts r < 1, so f > 1/2.

Next apply the arithmetic–geometric inequality to the two terms of r:

r = f a + (1 − f) b ≥ 2√[f(1 − f)ab] ≥ 2√[f(1 − f)].

Squaring gives 4f(1 − f) ≤ r². Because 4f(1 − f) = 1 − (2f − 1)², this is

(2f − 1)² ≥ 1 − r².

With 2f − 1 > 0, the positive root gives (i). ∎

The bound cannot be improved from r alone. Equality holds for uniform defects with S_I S_V = 1 and f S_I = (1 − f)S_V, that is, S_I = √[(1 − f)/f]. This is the strongest retardation that a dopant of given f can show under the product condition. Pushing S_I still lower speeds the dopant up again, because the vacancy part then grows faster than the interstitial part falls.

Two limits show the range. As r → 1, the bound falls to 1/2: any retardation at all proves a majority of interstitial transport. For small r, √(1 − r²) ≈ 1 − r²/2, and the largest vacancy share allowed is about r²/4.

Exchanging the two defects gives the mirror result. A dopant retarded by oxidation, with S_I ≥ 1 and S_I S_V ≥ 1, has 1 − f ≥ [1 + √(1 − r²)]/2, or

f ≤ [1 − √(1 − r²)]/2.

Proof of (ii)

As before, a < r < 1 ≤ b. Solving Lemma 1 for f gives

f = (b − r)/(b − a),  ∂f/∂b = (r − a)/(b − a)² > 0.

At fixed a, the smallest f therefore belongs to the smallest allowed b, which is the larger of 1 and q/a.

For a ≥ q the smallest b is 1, and f = (1 − r)/(1 − a). This rises with a, so its minimum is at a = q, where it equals (1 − r)/(1 − q). This range of a exists if q < r.

For a ≤ q the smallest b is q/a, and

f = (q − r a)/(q − a²).

The sign of df/da is that of

−r(q − a²) + 2a(q − r a) = −(r a² − 2q a + r q).

At small a it is negative. If r² ≤ q, it changes sign first at

a₁ = [q − √(q² − r² q)]/r,

which is a minimum of f. At a stationary point a quotient equals the quotient of the derivatives of its numerator and denominator, so there

f = (−r)/(−2a₁) = r/(2a₁) = [1 + √(1 − r²/q)]/2.

The last step multiplies above and below by q + √(q² − r² q). This f is at least 1/2, so a₁ ≤ r. The second root a₂ has r/(2a₂) = [1 − √(1 − r²/q)]/2 ≤ 1/2, hence a₂ ≥ r, and it lies outside the allowed range a < r.

The minimum counts if a₁ ≤ q, which means q(1 − r) ≤ √(q² − r² q). Both sides are non-negative. Squaring and dividing by q gives

q(1 − 2r + r²) ≤ q − r².

Cancelling q and dividing by r gives r(1 + q) ≤ 2q, which is the stated condition. If r² > q, the derivative has no real root and f falls with a throughout; the condition then fails as well, because r > √q ≥ 2q/(1 + q). Whenever the condition fails, f falls with a all the way to a = q. The minimum is then (1 − r)/(1 − q), and q < r because 2q/(1 + q) > q. ∎

The two forms meet at r = 2q/(1 + q), where both equal 1/(1 + q). For q → 0 the bound becomes f ≥ 1 − r. This also follows directly: r ≥ (1 − f)b ≥ 1 − f. It is what remains if nothing is known about the defect product.

Proof of (iii)

Now b ≤ 1 and ab ≥ 1, so r is a weighted mean of a and b with b ≤ r ≤ a. From Lemma 1,

f = (r − b)/(a − b),  ∂f/∂b = (r − a)/(a − b)² ≤ 0.

The smallest f has the largest b, namely 1. It is (r − 1)/(a − 1), which does not rise with a, so a = S_hi gives the lower limit. The largest f has the smallest b, namely 1/a:

f ≤ (r − 1/a)/(a − 1/a) = (r a − 1)/(a² − 1).

The derivative of the last expression with respect to a has the sign of

r(a² − 1) − 2a(r a − 1) = −[r(a² + 1) − 2a].

Since r ≥ 1 and a² + 1 ≥ 2a, the bracket is not negative, and a = S_lo gives the upper limit. That limit is below one if r S_lo − 1 < S_lo² − 1, or r < S_lo.

Without a gauge, take any f between 0 and 1 and any r > 1. Uniform defects with S_V = 1/S_I and

S_I = {r + √[r² − 4f(1 − f)]}/(2f)

reproduce r, because this is a root of f S_I² − r S_I + (1 − f) = 0. It exceeds 1, because the quadratic equals 1 − r < 0 at S_I = 1. No positive lower limit on f exists, while f = 0 would give r = b ≤ 1. ∎

Remark 1: where the conditions come from

Consider diffusing defects that recombine, with equal equilibrium capacities:

∂S_I/∂t = d_I ∂²S_I/∂x² − k(S_I S_V − 1),
∂S_V/∂t = d_V ∂²S_V/∂x² − k(S_I S_V − 1).

Suppose that a nitrided surface holds S_I = s < 1 and S_V = 1/s, and that the back face is closed. Diffusion creates no new extremes. Where S_V has fallen to 1 while S_I ≤ 1, the reaction term raises S_V or leaves it alone; where S_I has risen to 1 while S_V ≥ 1, it lowers S_I or leaves it alone. Hence S_V ≥ 1 throughout. For an oxidized surface with s > 1, the same argument gives 1 ≤ S_I ≤ s and 1/s ≤ S_V ≤ 1, so the surface value is a ceiling for S_I.

The product condition has no such protection. If interstitials diffuse faster than vacancies and k is small, a nitrided surface drains interstitials from depths that the injected vacancies have not yet reached. There S_I < 1 and S_V ≈ 1, so the product is below one. Fast recombination, which also means fast thermal generation of defect pairs, restores it.

Remark 2: motion without defects

Let a share x < r of D* come from a process that needs no defect. Then r − x = f a + (1 − x − f) b. Dividing by 1 − x restores the form of Lemma 1, with f/(1 − x) in place of f and (r − x)/(1 − x) < 1 in place of r. Part (i) gives

f ≥ {(1 − x) + √[(1 − x)² − (r − x)²]}/2,

and the difference of squares is (1 − r)(1 + r − 2x). The bound weakens as x grows and reaches 1 − r at x = r.

Example: boron in silicon

The example is a model experiment. A boron marker of initial width 100 nm (standard deviation) lies 1000 nm deep in a silicon layer 12 000 nm thick and is annealed for 600 s at 1373 K. Its diffusivity is D* = 1.5 × 10⁻¹³ cm²/s, or 15 nm²/s, and the fraction put in is f = 0.95. The defects obey the equations of Remark 1 with k = 1 s⁻¹, d_I = 10⁻¹⁰ cm²/s and d_V = 10⁻¹¹ cm²/s. The surface holds S_I = 3 in oxidation and 0.25 in nitridation. Both kinds of mobile pair are followed explicitly, with a finite breakup rate of 100 s⁻¹, so local pair equilibrium is not imposed.

The inert variance growth should be 2 × 15 × 600 = 18 000 nm². The computed value is 17 964 nm², lower by 0.2 %, because at equilibrium each kind of pair holds 0.1 % of the substitutional concentration.

Nitridation gives r = 0.657. The averages are a = 0.599 and b = 1.759, and Lemma 1 predicts

0.95 × 0.599 + 0.05 × 1.759 = 0.657,

in agreement. From r alone, part (i) gives

f ≥ [1 + √(1 − 0.657²)]/2 = 0.877.

The fraction put in satisfies this. The quantity ⟨√(S_I S_V)⟩² is 0.9993, so the product condition is very slightly broken; using part (ii) with this q changes the bound by about 0.0001. Without any product condition the bound would be 1 − r = 0.343. Most of the strength of the result therefore rests on the product condition.

The bound lies below 0.95 because the marker does not see the optimal defect state. For f = 0.95 that state has S_I = √(0.05/0.95) = 0.23, far below the average of 0.60. With both defect diffusivities raised tenfold and all else fixed, r falls to 0.490 and the bound rises to 0.936. A marker held at the surface state throughout would have r = 0.95 × 0.25 + 0.05 × 4 = 0.44.

Oxidation gives r = 2.029 for boron, with a = 2.111 and b = 0.498. The ceiling S_hi = 3 gives

f ≥ (2.029 − 1)/(3 − 1) = 0.51.

This is weaker than the nitridation bound. Without the ceiling even f = 0.01 would fit, at S_I = 202. An upper limit below one needs a floor S_lo above 2.029, while the true average is 2.111. A gauge whose floor lies 3.9 % or more below the true average gives no upper limit for boron.

A dopant with a smaller f can use boron as its gauge. Boron's enhancement is a weighted mean of S_I and the smaller S_V, so it does not exceed boron's own average of S_I. It is also a floor for the second dopant if the two markers sample nearly the same defects. A hypothetical companion at the same depth, with the same D* and f = 0.5, has r = 1.303. Its limits are

(1.303 − 1)/(3 − 1) = 0.15,
(1.303 × 2.029 − 1)/(2.029² − 1) = 0.53.

The upper limit is close to the fraction put in, because boron's enhancement is close to the average of S_I and the product ab, about 1.05 for the boron marker, is close to one.

The simple bound can fail. With k = 0, the nitridation surface unchanged and a dopant of f = 0.80, the result is r = 0.742 with a = 0.537 and b = 1.562. Here ab is 0.84, and ⟨√(S_I S_V)⟩² is q = 0.792. Part (i), whose condition is broken, would claim f ≥ 0.835, which is false. Part (ii) gives f ≥ 0.776, which is true. Both k and f differ from the boron run, so the pair of runs does not isolate the effect of recombination on r. For f = 0.95 and k = 0, r is 0.588 and part (i) would give f ≥ 0.904, which happens to be true although its condition is broken.

Neglected effects and the real case

The shifts below refer to the bound 0.877. If the true r is 5 % above the measured r, the bound is too high by 0.015. A defect-free share of 5 % lowers it by 0.037. At a boron peak of 5 × 10¹⁷ cm⁻³ and an intrinsic density of roughly 10¹⁹ cm⁻³, neutrality and the mass-action law for carriers give a hole density 2.5 % above intrinsic. If all of this entered r, the bound would shift by 0.007. The built-in field adds a factor 1 + C/√(C² + 4n_i²), with n_i the intrinsic density, which is again 2.5 % at the peak; both together would shift the bound by 0.015. Both effects also act in the inert anneal, so only part of them enters r.

A nitride film of thickness t_f and stress σ_f loads a wafer of thickness t_s with a force σ_f t_f per unit width at its face. The uniform part of the resulting stress is σ_f t_f/t_s. The bending moment σ_f t_f t_s/2, divided by the section modulus t_s²/6, adds three times as much at the face. For 1 GPa, 3 nm and 500 000 nm the total is 0.024 MPa. With an activation volume of 0.02 nm³ this changes D by 3 parts in 10⁵. The estimate is for an unpatterned film and not for film edges. The product of D* and the peak boron density is about 0.08 % of a rough interstitial transport capacity d_I C_I* of 10⁸ cm⁻¹ s⁻¹. This is a ratio of capacities. The ratio of fluxes on the flanks of the marker is larger, because the boron profile is steeper than the defect profile: about 0.4 % at the end of the nitridation anneal and more at earlier times.

Boron in silicon is generally held to diffuse mainly with interstitials, and the value 0.95 is in keeping with that, but it is an input here and not a measurement. D* is a rough typical value for this temperature. Effective defect diffusivities in real silicon depend strongly on traps such as carbon; those used here are deliberately low, so that the defects vary strongly with depth. The surface values of S_I are round choices, since real ones depend on ambient, temperature and time. The rate k = 1 s⁻¹ and the equal defect capacities are also choices and not measured values. For the f = 0.80 marker under nitridation, ab is 0.84 at k = 0 and 0.89 at k = 10⁻³ s⁻¹, and it reaches one only near k = 10⁻² s⁻¹. The chosen d_I and the transport capacity above imply C_I* = 10¹⁸ cm⁻³, which has to be read as an effective capacity that includes traps. In a real wafer the product condition is at risk during the time before recombination has acted. If it cannot be supported but S_V ≥ 1 still holds, the bound for the same r falls from f ≥ 0.877 to f ≥ 0.343. If S_V ≥ 1 is in doubt as well, r alone gives no bound, since an equal loss of both defects slows a dopant of any f. A longer anneal helps if it gives recombination time to act or the injected vacancies time to reach the marker, provided that the marker still stays clear of the surface. Short of that it can do harm: with k = 0 and a point marker at 1000 nm, ab is 0.94 after 30 s, 0.77 after 300 s and 0.96 after 2400 s.

Table of computed values

```
temperature = 1373 K
anneal time = 600 s
silicon layer thickness = 12000 nm
marker depth = 1000 nm
initial marker width (sigma) = 100 nm
dopant D* = 1.50e-13 cm2/s
interstitial diffusivity = 1.0e-10 cm2/s
vacancy diffusivity = 1.0e-11 cm2/s
recombination rate = 1.0 1/s
pair ratio, breakup = 0.0010, 100 1/s
surface S_I: ox, nit = 3.00, 0.25
inert variance growth = 17964 nm2
boron fraction put in = 0.950
nitridation r = 0.6567
nitridation mean S_I, S_V = 0.5989, 1.7588
nitridation r from means = 0.6569
nitridation mean-root product q = 0.9993
boron lower bound, nitridation = 0.8771
boron lower bound, no product rule = 0.3433
oxidation r, boron = 2.0289
oxidation mean S_I, S_V = 2.1111, 0.4975
oxidation r from means = 2.0305
oxidation mean-root product q = 1.0010
boron lower bound, oxidation = 0.5145
gauge margin (S_I-r)/S_I = 3.89 %
S_I needed if f=0.01 = 202.4
companion fraction put in = 0.500
companion oxidation r = 1.3033
companion bounds = 0.1516 to 0.5276
no recombination: fraction put in = 0.800
no recombination: r = 0.7420
no recombination: S_I, S_V = 0.5372, 1.5619
no recombination: q = 0.7920
no recombination: simple bound = 0.8352
no recombination: general bound = 0.7760
tenfold defect speed: r, q = 0.4897, 1.0009
tenfold speed: simple bound = 0.9360
tenfold speed: general bound = 0.9360
bound shift, r up 5 % = -0.0149
bound shift, 5 % exchange = -0.0366
peak boron density = 5.0e+17 1/cm3
rough intrinsic density = 1.0e+19 1/cm3
hole density / intrinsic density = 1.0253
bound shift, doping = -0.0074
film stress, thickness = 1.0 GPa, 3.0 nm
wafer thickness = 500000 nm
activation volume = 0.020 nm3
silicon stress = 0.0240 MPa
relative D change from stress = 2.53e-05
interstitial d*C capacity = 1.0e+08 1/(cm s)
boron-carried / free transport = 7.50e-04
paired / substitutional dopant, ox = 2.61e-03
```
